# Trap-limited carrier lifetime at room temperature and its first corrections

## 1. What dimensions and diluteness fix

A free electron moves among traps of density $N_t$, each presenting a capture cross section $\sigma_n$, with a typical thermal speed $v_n$. Suppose the loss rate depends on these three quantities alone, as $N_t^a\sigma_n^b v_n^c$. Their dimensions are length$^{-3}$, length$^2$ and length/time. A rate has dimension time$^{-1}$, so

$$c=1,\qquad -3a+2b+1=0 .$$

One exponent is still free, because $N_t\sigma_n^{3/2}$ is dimensionless. Diluteness supplies the missing condition: if traps act independently, doubling their number doubles the loss rate. Hence $a=1$, then $b=1$, and

$$\frac1{\tau_n}=N_t\sigma_n v_n ,\qquad \tau_n=\frac1{N_t\sigma_n v_n}. \tag{1}$$

The numerical factor is one once $\sigma_n$ and $v_n$ are suitably defined, as section 2 shows.

Equation (1) is the time for an electron to be captured. Recombination also needs a hole to reach the same trap, and other processes compete. Each of these brings in a further quantity, which can enter only through a dimensionless ratio. Not every such ratio matters: the sections below derive those that must be small for (1) to hold, and to first order the corrections are linear in them.

The setting is a uniform, non-degenerate p-type semiconductor with isotropic parabolic bands and one trap level. The equilibrium densities are $n_0\ll p_0$, where $p_0$ is the actual free-hole density. For n-type material, electrons and holes exchange roles.

## 2. The coefficient and the thermal speed

In a path $ds$ an electron sweeps out the volume $\sigma_n\,ds$. For randomly placed traps, the probability that this volume holds a trap is $N_t\sigma_n\,ds$. The survival probability $P$ therefore obeys $dP/ds=-N_t\sigma_nP$, so $P=e^{-N_t\sigma_ns}$. At speed $v$, $ds=v\,dt$, and the loss rate is $\Gamma(v)=N_t\sigma_nv$.

The thermal average of $\Gamma$ for constant $\sigma_n$ needs the mean speed. With the Maxwell weight $v^2e^{-\alpha v^2}$, $\alpha=m_n/(2kT)$,

$$\langle v\rangle=\frac{\int_0^\infty v^3e^{-\alpha v^2}dv}{\int_0^\infty v^2e^{-\alpha v^2}dv}
=\frac{1/(2\alpha^2)}{\sqrt\pi/(4\alpha^{3/2})}
=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8kT}{\pi m_n}}\equiv v_n . \tag{2}$$

If the cross section depends on speed, $\sigma_n$ in (1) means $\langle\sigma v\rangle/\langle v\rangle$, and (1) keeps its form. The root-mean-square speed $\sqrt{3kT/m_n}$ is larger than (2) by $\sqrt{3\pi/8}=1.085$. A cross section must be used with the speed convention by which it was extracted.

Averaging $\Gamma$ assumes that scattering keeps the distribution thermal, although fast electrons are captured sooner. To find the correction, let collisions at rate $\nu$ redraw the speed from the Maxwell distribution $w(v)$. In a mode decaying as $e^{-\lambda t}$, the density $g(v)$ per unit speed obeys

$$-\lambda g=-\Gamma g-\nu g+\nu w\!\int\! g\,dv
\quad\Rightarrow\quad g=\frac{\nu w}{\nu+\Gamma-\lambda}\int g\,dv .$$

Integrating over $v$ gives $1=\langle \nu/(\nu+\Gamma-\lambda)\rangle$. For large $\nu$ this expands to

$$1=1-\frac{\langle\Gamma\rangle-\lambda}{\nu}+\frac{\langle(\Gamma-\lambda)^2\rangle}{\nu^2}-\cdots
\quad\Rightarrow\quad
\lambda\simeq\langle\Gamma\rangle-\frac{\langle\Gamma^2\rangle-\langle\Gamma\rangle^2}{\nu}.$$

For constant $\sigma_n$, $\langle v^2\rangle/\langle v\rangle^2=3\pi/8$, so the relative decrease of the rate is $(3\pi/8-1)\langle\Gamma\rangle/\nu\simeq0.18/(\nu\tau_n)$. It is negligible when thermalization is much faster than capture.

## 3. Can carriers reach the trap fast enough?

Capture depletes the electrons near a trap, and diffusion must replace them. Represent the trap by a sphere of radius $R$ with $\sigma_n=\pi R^2$, and let $n_\infty$ be the electron density far away. In steady flow the inward current $J$ is the same through every sphere:

$$J=4\pi r^2D\frac{dn}{dr}\quad\Rightarrow\quad n(r)=n_\infty-\frac{J}{4\pi Dr}.$$

At the surface the capture law requires $J=\sigma_nv_n\,n(R)$. Substituting $n(R)$ and solving for $J$,

$$\frac{J}{n_\infty}=\left[\frac1{\sigma_nv_n}+\frac1{4\pi DR}\right]^{-1}.$$

The lifetime is thus multiplied by $1+\sigma_nv_n/(4\pi DR)$. With the mean free path $l$ defined by $D=v_nl/3$,

$$\frac{\sigma_nv_n}{4\pi DR}=\frac{\pi R^2v_n}{4\pi R\,v_nl/3}=\frac{3R}{4l}. \tag{3}$$

When $l\gg R$, the diffusion equation does not describe the last free path before the trap. Equation (3) then gives only the order of magnitude of the correction: for isotropic scattering and an absorbing sphere it is too large by about a factor of two. The overestimate shrinks slowly as $R/l$ grows and is still about a factor of 1.4 at $R=l$. The long-range field of a charged trap is also outside this model.

## 4. Emission, hole capture and injection

Let $f$ be the fraction of traps holding an electron, and write $c_n=\sigma_nv_n$, $c_p=\sigma_pv_p$. An empty trap captures electrons at rate $c_nn$; a filled one emits them at rate $e_n$. In equilibrium these flows balance, so $e_n=c_nn_0(1-f_0)/f_0$. With $E_t$ the effective trap level, including its degeneracy factor, and $E_F$ the Fermi level,

$$\frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT},\qquad n_0=N_ce^{-(E_c-E_F)/kT}.$$

Multiplication removes $E_F$:

$$e_n=c_nn_1,\qquad n_1=N_ce^{-(E_c-E_t)/kT}.$$

The same argument for holes gives $e_p=c_pp_1$, with $p_1=N_ve^{-(E_t-E_v)/kT}$. Here $N_c$ and $N_v$ are the effective band densities, $2(2\pi mkT/h^2)^{3/2}$ with the mass of each band. The product is $n_1p_1=N_cN_ve^{-(E_c-E_v)/kT}=n_0p_0=n_i^2$.

When the trap occupation is quasi-steady, net electron and hole capture are equal:

$$c_n[(1-f)n-fn_1]=c_p[fp-(1-f)p_1].$$

Collecting the terms in $f$ gives

$$f=\frac{c_nn+c_pp_1}{Q},\quad 1-f=\frac{c_nn_1+c_pp}{Q},\quad Q=c_n(n+n_1)+c_p(p+p_1).$$

Insert these in the electron capture rate $U=N_tc_n[(1-f)n-fn_1]$. The terms $c_nn_1n$ cancel, leaving

$$U=\frac{N_tc_nc_p(np-n_1p_1)}{Q}
=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)},\qquad \tau_p=\frac1{N_tc_p}.$$

Now let $n=n_0+\Delta n$ and $p=p_0+\Delta n$, neglecting the excess charge stored in traps. Then $np-n_i^2=\Delta n(n_0+p_0+\Delta n)$, and the instantaneous lifetime $\tau=\Delta n/U$ is

$$\tau=\frac{\tau_p(n_0+n_1+\Delta n)+\tau_n(p_0+p_1+\Delta n)}{n_0+p_0+\Delta n}. \tag{4}$$

To isolate the correction, subtract $\tau_n$ over the same denominator and set $k_r=\tau_p/\tau_n=c_n/c_p$:

$$\frac{\tau}{\tau_n}-1=\frac{p_1-n_0+k_r(n_0+n_1+\Delta n)}{n_0+p_0+\Delta n}. \tag{5}$$

**Low injection.** For large $p_0$ the denominator is $p_0$ to leading order. With $n_0$ negligible,

$$\frac{\tau}{\tau_n}\simeq1+\frac{p_1}{p_0}+k_r\frac{n_1+\Delta n}{p_0}. \tag{6}$$

Each term has a direct meaning. The ratio $p_1/p_0$ compares hole emission with hole capture: a level near the valence band is partly filled in equilibrium, so fewer traps are available to electrons. The ratio $k_rn_1/p_0=c_nn_1/(c_pp_0)$ compares re-emission of a captured electron with hole capture. The ratio $k_r\Delta n/p_0=c_n\Delta n/(c_pp_0)$ compares trap filling with trap emptying. Thus $\Delta n\ll p_0$ is not sufficient when $k_r$ is large; $k_r\Delta n\ll p_0$ is also needed.

**High injection.** For a deep level, with $n_0,n_1,p_1$ negligible, (4) becomes

$$\tau=\tau_n+\tau_p\frac{\Delta n}{p_0+\Delta n}
\simeq\tau_n+\tau_p\left(1-\frac{p_0}{\Delta n}\right)\quad(\Delta n\gg p_0). \tag{7}$$

Electrons and holes are now equally abundant, and the two capture times add. Equation (1) fails by the factor $1+k_r$ in this limit. Between the limits $\tau$ changes as the excess decays, so the decay is not a single exponential.

## 5. Too many traps

Equation (4) neglected the electrons stored in traps. To see when this matters, take a deep, nearly empty level at low injection. Let $x$ be the excess free electrons and $y$ the excess trapped electrons. With $a=c_nN_t$ and $b=c_pp_0$,

$$\dot x=-ax,\qquad \dot y=ax-by .$$

Starting from $x=x_0$, $y=0$, the solution is

$$x=x_0e^{-at},\qquad y=\frac{ax_0}{b-a}\left(e^{-at}-e^{-bt}\right).$$

Charge neutrality makes the hole excess $x+y$. Its time integral divided by $x_0$ is the mean time to complete recombination. The first part contributes $1/a$, and the second contributes

$$\frac{a}{b-a}\left(\frac1a-\frac1b\right)=\frac{a}{b-a}\,\frac{b-a}{ab}=\frac1b .$$

Therefore

$$t_{\rm rec}=\tau_n+\frac1{c_pp_0}
=\tau_n\left(1+\frac{k_rN_t}{p_0}\right). \tag{8}$$

The new condition is $N_t\ll p_0/k_r$. In that regime the slow decay constant remains $a$; the correction in (8) is the short wait for a hole. In the opposite regime free electrons still disappear in $\tau_n$, but the hole excess persists for $1/(c_pp_0)$. Adding traps no longer speeds recombination, because hole capture has become the slow step.

## 6. Competing channels

Radiative recombination has the rate $B(np-n_i^2)$, which at low injection is $Bp_0\Delta n$. The Auger process involving two holes has the rate $Cp(np-n_i^2)$, which becomes $Cp_0^2\Delta n$.

For a slab of width $W$ with surface recombination velocity $S$ on both faces, take the excess proportional to $\cos(qx)e^{-\lambda t}$, with $x=0$ at the centre. The diffusion equation with uniform bulk loss gives $\lambda=1/\tau_{\rm bulk}+Dq^2$, so bulk and surface rates add. At $x=W/2$ the outward flux $Dq\sin(qW/2)$ equals $S\cos(qW/2)$. With $\theta=qW/2$,

$$\theta\tan\theta=h,\qquad h=\frac{SW}{2D}.$$

For small $h$, $\theta^2+\theta^4/3\simeq h$, hence $\theta^2\simeq h(1-h/3)$ and

$$\tau_s=\frac1{Dq^2}=\frac{W^2}{4D\theta^2}\simeq\frac{W^2}{4Dh}\left(1+\frac h3\right)=\frac W{2S}+\frac{W^2}{12D}.$$

For large $S$, $\theta\to\pi/2$ and $\tau_s\to W^2/(\pi^2D)$. The interpolation $\tau_s\approx W/(2S)+W^2/(\pi^2D)$ has both leading limits and is used below.

If $r=Bp_0+Cp_0^2+1/\tau_s$, the total rate is $1/\tau_n+r$, and the lifetime is $\tau_n/(1+r\tau_n)\simeq\tau_n(1-r\tau_n)$. Keeping the first-order terms that change the instantaneous lifetime appreciably,

$$\frac{\tau_{\rm eff}}{\tau_n}\simeq1+\frac{p_1}{p_0}+k_r\frac{n_1+\Delta n}{p_0}+\frac{3R}{4l}-r\tau_n . \tag{9}$$

The supply term $3R/(4l)$ is only an order-of-magnitude estimate when $l\gg R$, as section 3 explains. The conditions $N_t\ll p_0/k_r$ and fast thermalization are required alongside (9).

## 7. A model semiconductor at 300 K

Choose a gap of 1.1 eV, a trap level 0.55 eV above the valence edge, and masses of 0.3 (electrons) and 0.5 (holes) electron masses. Let $p_0=10^{16}$ cm$^{-3}$, $N_t=10^{12}$ cm$^{-3}$, $\sigma_n=10^{-15}$ cm$^2$ and $\sigma_p=2\times10^{-16}$ cm$^2$. Equation (2) gives $v_n=1.965\times10^7$ cm/s and $v_p=1.522\times10^7$ cm/s. Then

$$\frac1{\tau_n}=10^{12}\times10^{-15}\times1.965\times10^7=1.965\times10^4\ {\rm s}^{-1},$$

so $\tau_n=50.9$ µs. Likewise $\tau_p=328.6$ µs, and $k_r=6.455$.

**Trap level.** The band densities are $N_c=4.12\times10^{18}$ and $N_v=8.87\times10^{18}$ cm$^{-3}$. At midgap, $n_1=2.4\times10^9$ and $p_1=5.1\times10^9$ cm$^{-3}$, so both emission terms in (6) are of order $10^{-6}$ or less. Setting each term in turn to 0.1 locates the levels at which emission lengthens the lifetime by 10%:

$$E_t-E_v=kT\ln\frac{10N_v}{p_0}=0.235\ {\rm eV},\qquad
E_c-E_t=kT\ln\frac{10k_rN_c}{p_0}=0.263\ {\rm eV}.$$

For levels between 0.235 and 0.837 eV above the valence edge, emission therefore lengthens the lifetime by less than 10%. The trap need not lie at midgap.

**Injection.** At $\Delta n=10^{14}$ cm$^{-3}$, (6) adds $6.455\times10^{-2}$ and gives 54.2 µs, as does (4) to this precision. At $10^{15}$ cm$^{-3}$, (6) gives $50.9\times1.6455=83.8$ µs, while (4) gives 80.8 µs; the correction is no longer small. The excess that lengthens $\tau$ by 10% follows from $k_r\Delta n/(p_0+\Delta n)=0.1$:

$$\Delta n=\frac{0.1\,p_0}{k_r-0.1}=1.57\times10^{14}\ {\rm cm}^{-3},$$

only 1.6% of $p_0$. At $10^{17}$ cm$^{-3}$, the expanded form of (7) gives $50.9+328.6\times0.9=346.6$ µs, against 349.6 µs from (4). The high-injection limit is 379.5 µs. These are lifetimes of the trap channel alone. With the constants chosen below under other channels, at $10^{17}$ cm$^{-3}$ the radiative rate $Bp$ is 1100 s$^{-1}$ and the Auger rate $Cp^2$ is 12100 s$^{-1}$, against 2860 s$^{-1}$ for the traps. The total lifetime there is about 60 µs, and it never exceeds about 180 µs, reached near $2\times10^{16}$ cm$^{-3}$.

**Trap density.** The limit $p_0/k_r$ is $1.55\times10^{15}$ cm$^{-3}$, far above the chosen $N_t$. The hole-capture time is 32.9 ns, so the correction in (8) is 0.06%. If $N_t$ were $10^{17}$ cm$^{-3}$ with the same free-hole density, electrons would vanish in 0.51 ns, but recombination would still take about 33 ns.

**Supply and thermalization.** Take $D=25$ cm$^2$/s. Then $R=\sqrt{\sigma_n/\pi}=0.178$ nm and $l=3D/v_n=38.2$ nm, so (3) is 0.0035. This treats every arrival at the sphere as a capture. If a larger sphere captures only some arrivals but has the same $\sigma_n$, the ratio $\sigma_nv_n/(4\pi DR)$, taken with the larger radius, is smaller. The momentum relaxation time $m_nD/(kT)$ is 0.165 ps. Energy relaxation can be slower, but even a time a thousand times longer would be about $3\times10^{-6}$ of $\tau_n$.

**Other channels.** Choose $B=10^{-14}$ cm$^3$/s, $C=10^{-30}$ cm$^6$/s, $W=0.03$ cm and $S=10$ cm/s. The radiative and Auger rates are 100 s$^{-1}$ each. The interpolation gives a surface lifetime of 1504 µs, or 665 s$^{-1}$. Thus $r=865$ s$^{-1}$, $r\tau_n=0.044$, and adding the rates at low injection, without the small supply term, gives

$$\tau_{\rm eff}=\frac1{19646+865}\ {\rm s}=48.8\ \text{µs}.$$

At $\Delta n=10^{14}$ cm$^{-3}$, (9) gives $1+0.0646+0.0035-0.0440\simeq1.024$, or about 52 µs. The injection and competing-channel terms partly cancel. A lifetime close to $\tau_n$ therefore does not by itself show that each correction is small; here, varying the injection mainly changes the first of these terms, and varying the slab width changes the surface part of the second.

## 8. What limits the estimate

For small independent changes in the inputs, (1) gives

$$\frac{\delta\tau_n}{\tau_n}=-\frac{\delta N_t}{N_t}-\frac{\delta\sigma_n}{\sigma_n}-\frac{\delta v_n}{v_n}.$$

A factor of three in $\sigma_n$ changes $\tau_n$ by a factor of three, far more than the few-percent corrections found in section 7 for $\Delta n$ up to about $10^{14}$ cm$^{-3}$. At higher injection the corrections are large, and the lifetime (4) depends more weakly on $\sigma_n$. Those corrections show whether (1) applies for the assumed inputs; they do not improve a poorly known cross section. They must also be evaluated again when $\sigma_n$ is revised, because $k_r$ is proportional to $\sigma_n$ and $r\tau_n$ is inversely proportional to it.

Temperature matters for the same reason. In multiphonon capture the electronic energy is given to lattice vibrations, and $\sigma_n$ is an effective transition strength, not the geometric size of the defect. Suppose that near room temperature it follows the activated form $\sigma_n=\sigma_\infty e^{-E_b/kT}$, with constant $\sigma_\infty$ and barrier $E_b$. Since $v_n\propto T^{1/2}$,

$$\frac{d\ln\tau_n}{d\ln T}=-\frac{d\ln\sigma_n}{d\ln T}-\frac12=-\frac{E_b}{kT}-\frac12 .$$

With $kT=0.0259$ eV, a barrier of only 0.013 eV contributes as much to this slope as the thermal speed does. A larger barrier dominates it. The cross section in (1) must therefore be the value at the temperature for which the lifetime is wanted.

Numerical values quoted here were computed with a short program.
